**Difference-dedicated CI: the common 2h2p shift in a six-site model**

At second order, with state-independent orbital energies $\varepsilon_p$, excitations of two inactive electrons ($i,j$) into two virtual orbitals ($a,b$) add $-S$ times the unit matrix to the effective Hamiltonian, where $S=\sum_{ijab}(ia|jb)[2(ia|jb)-(ib|ja)]/(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)$ and $(ia|jb)$ are repulsion integrals. The program builds the full Hamiltonian from second-quantized operators and asserts that the explicit sum over 2h2p determinants equals this matrix, for common and for distinct active energies. It also asserts that each of the other seven classes gives a matrix that is not a multiple of the unit matrix, and that Epstein–Nesbet denominators destroy the common shift. Further assertions cover the change of $S$ with hopping and orbitals, and the scaling with perturbation strength $\lambda$: halving $\lambda$ reduces the 2h2p gap change by a factor of 8.02 (asserted to exceed 7) and that of the DDCI classes by 4.01 (asserted to lie between 3.4 and 4.6). The singlet–triplet gap is 0.0822 eV in DDCI, 0.0893 eV in CAS+SD and 0.0876 eV in full CI. With up to four non-interacting closed-shell dimers added, the program asserts that the DDCI gap stays constant and the CAS+SD gap does not; the latter rises to 0.1020 eV.

## Program and output

```python
"""
Result under test: with one common orbital set and H0 = sum_p eps_p n_p, the
second-order effect of two-hole two-particle (2h2p) inactive excitations on a
model space is -S times the unit matrix, where
  S = sum_ijab (ia|jb)[2(ia|jb)-(ib|ja)]/(eps_a+eps_b-eps_i-eps_j),
so it cancels in vertical energy differences (basis of difference-dedicated CI).
i,j: inactive orbitals; a,b: virtual orbitals; (ia|jb): repulsion integrals.
Model: chain of six sites with six electrons, all energies in eV.
h: one-electron matrix, V: site-site repulsion, gap: E(triplet)-E(singlet).
CAS: model space; SD: all classes with at most 2 holes and 2 particles.
"""
from itertools import combinations
import numpy as np
from scipy import constants, sparse
from scipy.linalg import eigh

U = 6.0
T_BRIDGE, T_END, SITE_SHIFT = -3.0, -1.0, 0.5
T_CHANGED = -2.8
STRETCH = 0.8
DIMER_T, DIMER_SHIFT = -3.0, 1.0


def site_model(hoppings, site_energies):
    """Neutral-site chain: V_pq = U/(1+|p-q|), unit core charge per site."""
    n = len(site_energies)
    pos = np.arange(n)
    V = U / (1.0 + abs(pos[:, None] - pos[None, :]))
    h = np.diag(np.array(site_energies) - (V.sum(axis=1) - U))
    for p, t in enumerate(hoppings):
        h[p, p + 1] = h[p + 1, p] = t
    core = (V.sum() - n * U) / 2
    return h, V, core


def scf(h, V, occupation):
    """Self-consistent orbitals in the mean field of given occupations."""
    occupation = np.array(occupation, float)
    D = np.eye(len(h)) * occupation.sum() / len(h)
    for _ in range(5000):
        F = h + np.diag(V @ np.diag(D)) - V * D / 2
        eps, C = np.linalg.eigh(F)
        D_new = (C * occupation) @ C.T
        if abs(D_new - D).max() < 1e-11:
            return eps, C
        D = (D + D_new) / 2
    raise RuntimeError("SCF did not converge")


def repulsion_integrals(C, V):
    return np.einsum('mp,mq,mn,nr,ns->pqrs', C, C, V, C, C, optimize=True)


def pair_sum(eps, g, inactive, virtual):
    """Closed formula for S."""
    total = 0.0
    for i in inactive:
        for j in inactive:
            for a in virtual:
                for b in virtual:
                    total += (g[i, a, j, b] * (2*g[i, a, j, b] - g[i, b, j, a])
                              / (eps[a] + eps[b] - eps[i] - eps[j]))
    return total


def full_matrices(h_mo, g, core, n_up):
    """H, S^2 and occupations for M_S=0, from products of operators E_pq."""
    n = len(h_mo)
    strings = list(combinations(range(n), n_up))
    index = {s: k for k, s in enumerate(strings)}
    m = len(strings)
    unit = np.eye(m)
    E = np.zeros((n, n, m*m, m*m))
    for p in range(n):
        for q in range(n):
            A = np.zeros((m, m))
            for s in strings:
                if q not in s:
                    continue
                rest = tuple(x for x in s if x != q)
                if p in rest:
                    continue
                sign = (-1)**(s.index(q) + sum(x < p for x in rest))
                A[index[tuple(sorted(rest + (p,)))], index[s]] = sign
            E[p, q] = np.kron(A, unit) + np.kron(unit, A)
    h_eff = h_mo - 0.5*np.einsum('pqqs->ps', g)
    H = core*np.eye(m*m) + np.tensordot(h_eff, E, 2)
    exchange = np.zeros_like(H)
    for p in range(n):
        for q in range(n):
            H += 0.5 * E[p, q] @ np.tensordot(g[p, q], E, 2)
            exchange += E[p, q] @ E[q, p]
    N = 2*n_up
    exchange -= n*N*np.eye(m*m)
    S2 = (N - N*N/4)*np.eye(m*m) - exchange/2
    so = np.array([[float(p in s) for p in range(n)] for s in strings])
    occ = (so[:, None, :] + so[None, :, :]).reshape(m*m, n)
    return H, S2, occ


def singlet_triplet(H, S2):
    """Lowest singlet and triplet energies and vectors."""
    w, v = eigh(H, subset_by_index=[0, min(9, len(H)) - 1])
    s2 = np.einsum('ij,ij->j', v, S2 @ v)
    s = np.where(abs(s2) < 1e-3)[0][0]
    t = np.where(abs(s2 - 2) < 1e-3)[0][0]
    return w[s], w[t], v[:, s], v[:, t]


def gap_of(H, S2):
    e_s, e_t = singlet_triplet(H, S2)[:2]
    return e_t - e_s


# Orbitals and full Hamiltonian
hops = [T_END, T_BRIDGE, T_BRIDGE, T_BRIDGE, T_END]
sites = [0, SITE_SHIFT, 0, 0, 0, 0]
inactive, active, virtual = [0, 1], [2, 3], [4, 5]
average_occ = [2, 2, 1, 1, 0, 0]
h, V, core = site_model(hops, sites)
eps, C = scf(h, V, average_occ)
g = repulsion_integrals(C, V)
H, S2, occ = full_matrices(C.T @ h @ C, g, core, 3)
assert abs(H - H.T).max() < 1e-10
holes = np.rint(4 - occ[:, inactive].sum(axis=1)).astype(int)
parts = np.rint(occ[:, virtual].sum(axis=1)).astype(int)
model = np.where((holes == 0) & (parts == 0))[0]
eps_common = eps.copy()
eps_common[active] = eps[active].mean()


def second_order(cls, energies):
    """Explicit sum over all determinants of one class."""
    e0 = occ @ energies
    gap0 = e0[cls][:, None] - e0[model][None, :]
    B = H[np.ix_(cls, model)]
    assert gap0.min() > 0
    return -B.T @ (B / gap0)


print(f"U = {U:.1f} eV; V_pq = U/(1+|p-q|); site 2 raised by {SITE_SHIFT:.1f} eV")
print(f"Hopping: bridge {T_BRIDGE:.1f} eV, end {T_END:.1f} eV")
print("Orbital energies (eV):", " ".join(f"{x:.4f}" for x in eps))
print(f"Common active energy: {eps_common[2]:.4f} eV")

# Unit-matrix shift: explicit sum against closed formula
S = pair_sum(eps, g, inactive, virtual)
pairs = np.where((holes == 2) & (parts == 2))[0]
W = second_order(pairs, eps_common)
W_distinct = second_order(pairs, eps)
unit4 = np.eye(len(model))
assert abs(W + S*unit4).max() < 1e-9
assert abs(W_distinct + S*unit4).max() < 1e-9
links = (abs(H[np.ix_(pairs, model)]) > 1e-9).sum(axis=1)
assert links.max() == 1
print(f"S from closed formula: {S:.6f} eV")
print("Diagonal of explicit 2h2p matrix (eV):",
      " ".join(f"{x:.6f}" for x in np.diag(W)))
print(f"Largest deviation from -S*1: {abs(W + S*unit4).max():.1e} eV")
print(f"Most model determinants linked to one 2h2p determinant: {links.max()}")

# Contributions of every class to the gap
mm = np.ix_(model, model)
_, _, vec_s, vec_t = singlet_triplet(H[mm], S2[mm])
print("Second-order shifts by class: singlet, triplet, gap change (eV)")
for nh, npart in [(1, 0), (0, 1), (1, 1), (2, 0), (0, 2), (2, 1), (1, 2), (2, 2)]:
    cls = np.where((holes == nh) & (parts == npart))[0]
    Wc = second_order(cls, eps_common)
    spread = abs(Wc - np.trace(Wc)/len(model)*unit4).max()
    if (nh, npart) == (2, 2):
        assert spread < 1e-9
    else:
        assert spread > 1e-5
    ds, dt = vec_s @ Wc @ vec_s, vec_t @ Wc @ vec_t
    print(f"  {nh}h{npart}p: {ds:.6f} {dt:.6f} {dt - ds + 0.0:.6f}")

# State-dependent denominators remove the common shift
Hd = np.diag(H)
en = np.array([-(H[pairs, I]**2 / (Hd[pairs] - Hd[I])).sum() for I in model])
assert np.ptp(en) > 1e-6
print("Epstein-Nesbet 2h2p shifts (eV):", " ".join(f"{x:.6f}" for x in en))
print(f"Their spread: {1000*np.ptp(en):.4f} meV")


def shift_for(hoppings, occupation):
    """S for other hoppings or other orbital occupations in the SCF."""
    h_x, V_x, _ = site_model(hoppings, sites)
    eps_x, C_x = scf(h_x, V_x, occupation)
    return pair_sum(eps_x, repulsion_integrals(C_x, V_x), inactive, virtual)


# S belongs to one geometry and one orbital set
S_stretch = shift_for([STRETCH*t for t in hops], average_occ)
S_bridge = shift_for([T_END] + 3*[T_CHANGED] + [T_END], average_occ)
S_orb = shift_for(hops, [2, 2, 2, 0, 0, 0])
print(f"S with all hoppings times {STRETCH:.1f}: {S_stretch:.6f} eV")
print(f"S with only bridge hopping changed to {T_CHANGED:.1f} eV: {S_bridge:.6f} eV")
print(f"S with closed-shell SCF orbitals: {S_orb:.6f} eV")
# The last two need only exceed numerical noise (SCF converged to 1e-11).
assert abs(S_stretch - S) > 1e-3
assert abs(S_bridge - S) > 1e-7
assert abs(S_orb - S) > 1e-7

# Variational spaces
is_model = (holes == 0) & (parts == 0)
is_pair = (holes == 2) & (parts == 2)
is_sd = (holes <= 2) & (parts <= 2)
spaces = {"CAS": is_model, "CAS+2h2p": is_model | is_pair,
          "DDCI": is_sd & ~is_pair, "CAS+SD": is_sd,
          "Full CI": np.ones(len(H), bool)}
gaps = {}
print("Space: determinants, E singlet, E triplet, gap (eV)")
for name, mask in spaces.items():
    k = np.ix_(mask, mask)
    e_s, e_t = singlet_triplet(H[k], S2[k])[:2]
    gaps[name] = e_t - e_s
    print(f"  {name}: {mask.sum()} {e_s:.6f} {e_t:.6f} {gaps[name]:.6f}")
to_cm = constants.e / (constants.h * constants.c * 100)
print(f"DDCI gap: {gaps['DDCI']*to_cm:.1f} cm^-1; "
      f"full CI gap: {gaps['Full CI']*to_cm:.1f} cm^-1")

# Order in the perturbation, found by diagonalization
LAMBDAS = (0.01, 0.005)
H0 = np.diag(occ @ eps_common)
changes = {"CAS+2h2p": [], "DDCI": []}
lowering = []
for lam in LAMBDAS:
    HL = H0 + lam*(H - H0)
    ref_s, ref_t = singlet_triplet(HL[mm], S2[mm])[:2]
    for name in changes:
        k = np.ix_(spaces[name], spaces[name])
        e_s, e_t = singlet_triplet(HL[k], S2[k])[:2]
        changes[name].append((e_t - e_s) - (ref_t - ref_s))
        if name == "CAS+2h2p":
            lowering.append((ref_s - e_s)/lam**2)
ratio_pair = changes["CAS+2h2p"][0] / changes["CAS+2h2p"][1]
ratio_dd = changes["DDCI"][0] / changes["DDCI"][1]
print(f"2h2p lowering/lambda^2 at lambda={LAMBDAS[1]}: {lowering[1]:.6f} eV")
print(f"Gap-change ratio, lambda {LAMBDAS[0]} to {LAMBDAS[1]}: "
      f"2h2p {ratio_pair:.3f}, DDCI classes {ratio_dd:.3f}")
assert abs(lowering[1]/S - 1) < 0.05
assert ratio_pair > 7
assert 3.4 < ratio_dd < 4.6

# Non-interacting closed-shell dimers added as spectators
hB, VB, coreB = site_model([DIMER_T], [DIMER_SHIFT, 0])
epsB, CB = scf(hB, VB, [2, 0])
HB, _, occB = full_matrices(CB.T @ hB @ CB, repulsion_integrals(CB, VB), coreB, 1)
holesB = np.rint(2 - occB[:, 0]).astype(int)
partsB = np.rint(occB[:, 1]).astype(int)
k = np.ix_(is_sd, is_sd)
Hn, S2n = sparse.csr_matrix(H[k]), sparse.csr_matrix(S2[k])
nh, npart = holes[is_sd], parts[is_sd]
dd_gaps, sd_gaps = [], []
print(f"Spectator dimer: hopping {DIMER_T:.1f} eV, site offset {DIMER_SHIFT:.1f} eV")
print("Spectators: DDCI gap, CAS+SD gap (eV)")
for count in range(5):
    if count:
        size = Hn.shape[0]
        Hn = (sparse.kron(Hn, sparse.eye(4))
              + sparse.kron(sparse.eye(size), sparse.csr_matrix(HB))).tocsr()
        S2n = sparse.kron(S2n, sparse.eye(4)).tocsr()
        nh = (nh[:, None] + holesB).ravel()
        npart = (npart[:, None] + partsB).ravel()
        keep = np.where((nh <= 2) & (npart <= 2))[0]
        Hn, S2n = Hn[keep][:, keep], S2n[keep][:, keep]
        nh, npart = nh[keep], npart[keep]
    dense, dense_s2 = Hn.toarray(), S2n.toarray()
    dd = np.where(~((nh == 2) & (npart == 2)))[0]
    # The DDCI space keeps every class except two holes with two particles.
    sd_gaps.append(gap_of(dense, dense_s2))
    dd_gaps.append(gap_of(dense[np.ix_(dd, dd)], dense_s2[np.ix_(dd, dd)]))
    print(f"  {count}: {dd_gaps[-1]:.6f} {sd_gaps[-1]:.6f}")
print(f"DDCI gap variation: {np.ptp(dd_gaps):.1e} eV")
print(f"CAS+SD gap drift, 0 to 4 spectators: {1000*(sd_gaps[-1]-sd_gaps[0]):.3f} meV")
assert np.ptp(dd_gaps) < 1e-8
assert abs(sd_gaps[-1] - sd_gaps[0]) > 1e-5

print("PASS")
```

Running it gives:

```
U = 6.0 eV; V_pq = U/(1+|p-q|); site 2 raised by 0.5 eV
Hopping: bridge -3.0 eV, end -1.0 eV
Orbital energies (eV): -3.4226 -0.3448 2.6387 3.3837 6.6455 9.5792
Common active energy: 3.0112 eV
S from closed formula: 0.135632 eV
Diagonal of explicit 2h2p matrix (eV): -0.135632 -0.135632 -0.135632 -0.135632
Largest deviation from -S*1: 2.8e-17 eV
Most model determinants linked to one 2h2p determinant: 1
Second-order shifts by class: singlet, triplet, gap change (eV)
  1h0p: -0.052250 -0.109419 -0.057169
  0h1p: -0.034969 -0.090928 -0.055959
  1h1p: -0.135521 -0.058158 0.077363
  2h0p: -0.000200 -0.001404 -0.001204
  0h2p: -0.000011 -0.001138 -0.001128
  2h1p: -0.018999 -0.024472 -0.005473
  1h2p: -0.019270 -0.026005 -0.006735
  2h2p: -0.135632 -0.135632 0.000000
Epstein-Nesbet 2h2p shifts (eV): -0.182116 -0.185189 -0.185189 -0.188395
Their spread: 6.2788 meV
S with all hoppings times 0.8: 0.157414 eV
S with only bridge hopping changed to -2.8 eV: 0.135750 eV
S with closed-shell SCF orbitals: 0.108755 eV
Space: determinants, E singlet, E triplet, gap (eV)
  CAS: 4 -10.180630 -10.035229 0.145401
  CAS+2h2p: 92 -10.373469 -10.229320 0.144149
  DDCI: 148 -10.417185 -10.335025 0.082160
  CAS+SD: 236 -10.662326 -10.573014 0.089312
  Full CI: 400 -10.672111 -10.584522 0.087589
DDCI gap: 662.7 cm^-1; full CI gap: 706.5 cm^-1
2h2p lowering/lambda^2 at lambda=0.005: 0.135835 eV
Gap-change ratio, lambda 0.01 to 0.005: 2h2p 8.024, DDCI classes 4.010
Spectator dimer: hopping -3.0 eV, site offset 1.0 eV
Spectators: DDCI gap, CAS+SD gap (eV)
  0: 0.082160 0.089312
  1: 0.082160 0.093044
  2: 0.082160 0.096358
  3: 0.082160 0.099316
  4: 0.082160 0.101970
DDCI gap variation: 8.9e-15 eV
CAS+SD gap drift, 0 to 4 spectators: 12.657 meV
PASS
```
